\section*{The Local Channel of a Semilocal Pseudopotential Decides Higher-l Scattering}

\section{A d electron meets an operator with s and p channels}

Take a pseudopotential that has one potential $V_s(r)$ for s electrons and another, $V_p(r)$, for p electrons. Choose the s potential as the local part and correct the p channel:
\begin{equation}
\hat V = V_s(r) + \left[V_p(r)-V_s(r)\right]\hat P_1 .
\label{simple}
\end{equation}
Here $\hat P_l=\sum_m |Y_{lm}\rangle\langle Y_{lm}|$ projects onto angular momentum $l$ about the nucleus and leaves the radial dependence alone. An s function has $\hat P_1 f=0$ and feels $V_s$. A p function has $\hat P_1 f=f$ and feels $V_s+V_p-V_s=V_p$. Both are treated as intended, and they would be if $V_p$ had been chosen as the local part instead.

Now let the operator act on a d function. The projector gives zero, so
\begin{equation}
\hat V f(r)Y_{2m}=V_s(r)f(r)Y_{2m}.
\end{equation}
The d electron moves in a potential made for s electrons. With p local it would move in $V_p$. The belief that the local part is mere bookkeeping, because each angular momentum has its own potential, fails here: d has no potential of its own, and the local part takes its place.

\section{The counter-example: silicon}

\subsection{The atom and its pseudopotentials}

The reference is a neutral silicon atom, $3s^23p^2$, spherical, nonrelativistic and without spin polarisation, in the local density approximation (LDA) with Slater exchange and VWN5 correlation. The algebra uses atomic units. With the radial function written as $u=rR$, each channel obeys
\begin{equation}
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V\right]u=Eu .
\label{radial}
\end{equation}

The pseudopotentials are of Troullier--Martins form. Outside a core radius $r_c=1$~\AA\ they equal the all-electron potential. Inside, the pseudo-wave is $u=r^{l+1}e^{p(r)}$, with $p$ a polynomial in $r^2$ up to $r^{12}$. To find the potential that produces this wave at energy $\varepsilon$, differentiate:
\begin{align}
\frac{u'}{u}&=\frac{l+1}{r}+p',\\
\frac{u''}{u}&=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2
=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 ,
\end{align}
where $-(l+1)+(l+1)^2=l(l+1)$ was used. Equation \eqref{radial} solved for $V$ then gives
\begin{equation}
V_l=\varepsilon+\frac{l+1}{r}p'+\frac{p''+p'^2}{2},
\end{equation}
because the centrifugal terms cancel.

The polynomial has seven coefficients. Five are fixed by continuity of $p$ and its first four derivatives at $r_c$, and one by requiring the pseudo-wave to have the all-electron norm inside $r_c$. The last condition is zero curvature of $V_l$ at the origin. With $p=c_0+c_2r^2+c_4r^4+\dots$, the $r^2$ term of $V_l$ is
\begin{equation}
4(l+1)c_4+6c_4+2c_2^2=2\left[(2l+5)c_4+c_2^2\right],
\end{equation}
so the condition is $c_2^2+(2l+5)c_4=0$. Because it is quadratic in $c_2$, the seven conditions can have more than one solution; the one with the smallest $|c_2|$ is used.

For s and p, $\varepsilon$ is the 3s or 3p level, $-10.83$ or $-4.17$~eV. The d potential $V_d$ is built from the regular all-electron scattering wave at 5~eV. That wave cannot be normalised over all space, but the construction needs its norm only inside $r_c$.

These are screened potentials. An ionic pseudopotential is obtained by subtracting the Hartree and exchange-correlation potentials of the valence pseudo-density. In the reference atom the same two terms are added back, and the screened potentials return unchanged. Only s and p are occupied there, so the choice of local part does not alter that density.

\subsection{What the d electron does}

For a first measure in energy, enclose the atom in a hard-walled sphere of radius 3.0042~\AA, keeping the free-atom potential inside, and find the lowest d level. The sphere is an energy gauge, not a model of solid silicon. Measured from the potential at infinity, the levels are:

\begin{center}
\begin{tabular}{lrr}
potential felt by d & level (eV) & error (eV)\\
all-electron & 5.060 & \\
$V_d$ & 5.060 & 0.000\\
$V_s$ (s local) & 6.013 & 0.952\\
$V_p$ (p local) & 6.018 & 0.958
\end{tabular}
\end{center}

With s local the error is $6.0125-5.0604=0.952$~eV. Its size depends strongly on the wall radius: it is 3.8~eV at 2~\AA\ and 0.38~eV at 4~\AA. The zero in the $V_d$ row is built in: this level lies only 0.06~eV from the 5~eV at which $V_d$ was constructed, and, as shown later, the error of $V_d$ is of second order in that distance. It does not test $V_d$ at other energies; the phase shifts below do. The 3s and 3p levels give no warning: the pseudopotentials reproduce them to four decimals in eV, whichever channel is local.

In the free atom, the measure is the phase shift $\delta$, defined by $u\to\sin(kr-l\pi/2+\delta)$ at large $r$, with $E=k^2/2$. This definition is available because the LDA potential of a neutral atom is short-ranged. The d phase shifts, and the errors (pseudo minus all-electron), are, in radians:

\begin{center}
\begin{tabular}{rrrrr}
$E$ (eV) & all-electron & $V_d$ & s local & p local\\
1 & 1.287 & $-0.0001$ & $-0.110$ & $-0.111$\\
5 & 2.244 & $0.0000$ & $-0.275$ & $-0.277$\\
10 & 2.364 & $-0.0004$ & $-0.391$ & $-0.390$\\
20 & 2.381 & $-0.0050$ & $-0.553$ & $-0.542$
\end{tabular}
\end{center}

Both local choices make the atom too weakly attractive for d waves. They also agree closely with each other: at 5~eV they differ by 0.002~rad, while each is wrong by about 0.28~rad. Here, swapping s for p as the local part and seeing little change would not show that the d channel is right.

\section{The general statement and its proof}

Let a semilocal pseudopotential have potentials $V_l$ for $0\le l\le l_{\max}$ and a local part $V_{\rm loc}$:
\begin{equation}
\hat V=V_{\rm loc}(r)+\sum_{l=0}^{l_{\max}}\left[V_l(r)-V_{\rm loc}(r)\right]\hat P_l .
\label{operator}
\end{equation}
\emph{For $l\le l_{\max}$ the operator acts as $V_l$, whatever $V_{\rm loc}$ is. For every $l>l_{\max}$ it acts as $V_{\rm loc}$.}

The proof uses $\hat P_l\,fY_{l'm}=\delta_{ll'}fY_{l'm}$, which follows from the orthonormality of the spherical harmonics. Acting on $fY_{l'm}$ with $l'\le l_{\max}$, one term of the sum survives and gives $V_{\rm loc}+V_{l'}-V_{\rm loc}=V_{l'}$. With $l'>l_{\max}$ no term survives, and $V_{\rm loc}$ remains.

Two local parts $V_a$ and $V_b$, used with the same set of $V_l$, therefore give operators that differ by
\begin{equation}
\hat V^{(a)}-\hat V^{(b)}=(V_a-V_b)\left(1-\sum_{l=0}^{l_{\max}}\hat P_l\right).
\label{difference}
\end{equation}
The bracket projects onto all $l>l_{\max}$. The choice is harmless for a state that has no such components about the atom, as in the spherical silicon atom with only s and p occupied. In a molecule or solid, an orbital generally has d components about a silicon site, and these feel the difference. How much this changes a given bond or band depends on their weight and is not computed here.

The silicon errors above thus belong to $l_{\max}=1$. With $l_{\max}=2$ and the potential $V_d$ included, d is treated by $V_d$ for any local part, and the freedom moves to f and above. Taking $V_d$ itself as the local part, with s and p as corrected channels, gives the same operator as $l_{\max}=2$ with d local, since the d correction $V_d-V_{\rm loc}$ is then zero.

All of this concerns the semilocal operator \eqref{operator}. Most plane-wave codes replace each correction by a separable (Kleinman--Bylander) projector built from the reference pseudo-wave. Every $l>l_{\max}$ then still feels $V_{\rm loc}$, but for $l\le l_{\max}$ the operator equals $V_l$ only on the reference wave, so the local part affects these channels at other energies. With the silicon potentials used here, the root-mean-square s phase error over 1 to 20~eV is 0.023~rad in semilocal form; in separable form it is 0.010~rad with p local and 0.094~rad with d local.

\section{How large the error is}

\subsection{One identity for waves in two potentials}

Let $u_A$ solve equation \eqref{radial} with potential $V_A$ and energy $E_A$, and $u_B$ with $V_B$ and $E_B$, for the same $l$. Both are regular at the origin. Define $W=u_Au_B'-u_A'u_B$. The terms $u_A'u_B'$ cancel in its derivative, and equation \eqref{radial} supplies the second derivatives:
\begin{equation}
W'=u_Au_B''-u_A''u_B
=2\left[(V_B-V_A)-(E_B-E_A)\right]u_Au_B .
\label{wronskian}
\end{equation}
The centrifugal terms have cancelled because $l$ is the same. Since $u\propto r^{l+1}$ near the origin, $W(0)=0$. Three choices of energies and boundary give the results needed.

\paragraph{Phase error.} Let $A$ be the all-electron potential, $B$ the potential felt in the pseudo-atom, and $E_A=E_B$. With both waves at unit amplitude at large $r$, and with $\theta=kr-l\pi/2$,
\begin{equation}
W\to k\left[\sin(\theta+\delta_A)\cos(\theta+\delta_B)-\cos(\theta+\delta_A)\sin(\theta+\delta_B)\right]
=k\sin(\delta_A-\delta_B).
\end{equation}
Integrating equation \eqref{wronskian} from the origin outwards gives
\begin{equation}
\sin(\delta_B-\delta_A)=-\frac{2}{k}\int_0^{r_c}(V_B-V_A)\,u_Au_B\,dr .
\label{phase}
\end{equation}
The integral stops at $r_c$ because the potentials agree beyond it. No weak-scattering approximation has been made; both waves are full solutions. Where $u_Au_B$ is positive, a pseudopotential that is too high lowers the phase.

\paragraph{Level shift.} In a hard-walled sphere of radius $R>r_c$ both waves vanish at $R$, so $W(R)=0$ and
\begin{equation}
E_B-E_A=\frac{\int_0^{R}(V_B-V_A)u_Au_B\,dr}{\int_0^{R}u_Au_B\,dr}.
\label{shift}
\end{equation}
For the lowest level of each potential the waves have no node inside the sphere and can be taken positive. The shift is then a weighted average of the potential difference.

\paragraph{Energy slope.} Take one potential and two energies $E$ and $E+dE$, and write $L=u'/u$ at $r_c$. Then $W(r_c)=u^2(r_c)\,dL$ to first order, and equation \eqref{wronskian} gives
\begin{equation}
\frac{\partial L}{\partial E}=-\frac{2}{u^2(r_c)}\int_0^{r_c}u^2\,dr .
\label{slope}
\end{equation}

The numerical check evaluates both sides of equations \eqref{phase}, \eqref{shift} and \eqref{slope} separately for silicon.

\subsection{Why a dedicated d potential works}

The construction of $V_d$ matches $u$, $u'$ and the inner norm at 5~eV. It therefore matches $L$, and by equation \eqref{slope} also $\partial L/\partial E$. The error in $L$ starts at second order in $E-5$~eV. Outside $r_c$ the potentials are the same, so the phase shift at a given energy is fixed by $L$, and its error starts at second order too. This is why the $V_d$ column stays small on both sides of 5~eV and grows towards 20~eV.

The potentials $V_s$ and $V_p$ satisfy no such condition for $l=2$. At 5~eV the all-electron d wave has $L=0.883$~\AA$^{-1}$, and $V_d$ reproduces it. The s and p potentials give 1.523 and 1.529~\AA$^{-1}$. Norm conservation in one channel does not carry over to another.

\subsection{Why s and p local give nearly the same error}

At $r=0.499$~\AA\ the screened potentials are
\begin{equation}
V_s=1.5,\qquad V_p=-31.4,\qquad V_d=-99.1,\qquad V_{\rm AE}=-86.2\quad\text{(eV)}.
\end{equation}
There $V_p$ lies 32.9~eV below $V_s$, and one might expect a smaller d error with p local. The sphere levels show otherwise. Apply equation \eqref{shift} with $A$ the s potential and $B$ the p potential: the weighted average of $V_p-V_s$ is
\begin{equation}
6.0182-6.0125=+0.006~\text{eV}.
\end{equation}
The weight is positive, so $V_p$ must lie above $V_s$ elsewhere inside $r_c$, and the two regions nearly cancel. The construction does not impose this cancellation as a condition, and one atom with one set of core radii cannot show how general it is. A potential that looks better at one radius need not scatter better.

The same reasoning shows that $V_d$ must be deeper than the all-electron potential somewhere inside $r_c$; the numbers above show that 0.499~\AA\ lies in such a region. Its sphere level has no error to the printed digits, so the weighted average of $V_d-V_{\rm AE}$ vanishes to that accuracy. Near the nucleus $V_{\rm AE}$ falls without limit while $V_d$ stays finite, so $V_d$ is too high there and must be too low somewhere else.

\subsection{Low energies and higher angular momenta}

At low energy the centrifugal barrier keeps the wave out of the core. Let $\varphi(r)$ be the regular zero-energy solution, scaled to grow as $r^{l+1}$ outside the potential. A wave of unit amplitude has the free form $(kr)^{l+1}/(2l+1)!!$ at small $kr$, so matching the growing parts gives $u\simeq k^{l+1}\varphi/(2l+1)!!$ inside. Putting this into equation \eqref{phase} gives
\begin{equation}
\sin(\delta_B-\delta_A)\simeq-\frac{2k^{2l+1}}{[(2l+1)!!]^2}
\int_0^{r_c}(V_B-V_A)\varphi_A\varphi_B\,dr .
\label{threshold}
\end{equation}
For d waves the error falls as $k^5$. The law needs a short-ranged potential, a non-zero integral, and no state at zero energy in either potential, since $\varphi$ would then lack its growing part. For silicon with s local, the power found numerically between $k=0.02$ and 0.04~bohr$^{-1}$ is 5.05; it falls to 5.00 between 0.005 and 0.01~bohr$^{-1}$.

This suppression gives little protection at energies of a few eV. Between 1 and 20~eV, $k^5$ grows by $20^{5/2}\approx1800$, whereas the s-local error grows by $0.553/0.110\approx5$. The threshold regime has been left behind by 1~eV, where the error is already 0.11~rad.

Higher $l$ helps more. For free waves of unit amplitude the weight $u_Au_B$ in equation \eqref{phase} is $(kr)^{2l+2}/[(2l+1)!!]^2$ to leading order in $kr$. Going from d to f, where $(2l+1)!!$ rises from 15 to 105, multiplies it by $(kr/7)^2$. This factor is small throughout the core at these energies and smallest near the nucleus, where the potentials differ most. The free-wave estimate gives only the trend; the size comes from the full calculation. The root-mean-square phase errors over 1 to 20~eV, in radians, are:

\begin{center}
\begin{tabular}{lrrr}
wave & $V_d$ & $V_s$ & $V_p$\\
d & 0.0020 & 0.400 & 0.396\\
f & 0.0003 & 0.008 & 0.010
\end{tabular}
\end{center}

The f errors are not zero, even with d local: f has no potential of its own in any of these operators. In root-mean-square value they are, however, about 50 times smaller than the d errors for s local and about 40 times smaller for p local; the ratio falls with energy, from several hundred at 5~eV to 31 and 24 at 20~eV. For this atom and energy range, the costly omission is the d potential. In the semilocal operator either remedy, a separate d channel or $V_d$ as the local part, reduces the d error from 0.4 to 0.002~rad. In separable form a d channel gives 0.002~rad with s local and 0.003~rad with p local, while $V_d$ as the local part carries the cost in the s channel noted earlier. With a separate d channel and s or p still local, the f errors remain those in the last two columns.

All these errors are relative to the LDA atom, not to experiment. Relativity, spin polarisation and the change of the potential in a bonded environment are left out, and only core radii near 1~\AA\ are covered: between 0.9 and 1.2~\AA\ the root-mean-square d errors with s or p local stay at 0.40~rad, while that of $V_d$ rises from 0.001 to 0.006~rad. The division at $l_{\max}$ would remain, since it follows from equation \eqref{operator} alone.

\section*{Numbers as computed}
\begin{verbatim}
Silicon atom, nonrelativistic spherical LDA, 3s2 3p2
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
core radius = 1.0000 angstrom
d reference energy = 5.000 eV
all-electron 3s, 3p = -10.8339, -4.1713 eV
pseudo 3s, 3p = -10.8339, -4.1713 eV
virial mismatch = -0.00042 eV
screened potentials at r = 0.4991 angstrom, eV:
  all-electron -86.181; s 1.453; p -31.423; d -99.073
d logarithmic derivative u'/u at rc, 5 eV, 1/angstrom:
  all-electron 0.8832; s 1.5231; p 1.5293; d 0.8832
d phase shift (rad) and errors (rad), pseudo minus all-electron
  E/eV  all-electron  own d     s local   p local
     1      1.2872   -0.0001   -0.1095   -0.1111
     2      1.8916   -0.0001   -0.1700   -0.1721
     5      2.2436   -0.0000   -0.2752   -0.2771
    10      2.3638   -0.0004   -0.3908   -0.3900
    15      2.3847   -0.0020   -0.4781   -0.4726
    20      2.3813   -0.0050   -0.5533   -0.5420
f phase shift (rad) and errors (rad), pseudo minus all-electron
  E/eV  all-electron  d local   s local   p local
     5     0.85453  -0.00005  -0.00060  -0.00082
    10     1.07255  -0.00023  -0.00349  -0.00466
    15     1.16794  -0.00045  -0.00922  -0.01195
    20     1.22536  -0.00056  -0.01776  -0.02239
rms phase error over 1 to 20 eV in 1 eV steps, rad:
  d wave: potential d 0.00200; potential s 0.39982; potential p 0.39623
  f wave: potential d 0.00033; potential s 0.00805; potential p 0.01029
threshold power of k in d error, s local = 5.050
lowest d level in sphere of radius 3.0042 angstrom:
  all-electron = 5.0604 eV
  potential d = 5.0604 eV, error = 0.0000 eV
  potential s = 6.0125 eV, error = 0.9521 eV
  potential p = 6.0182 eV, error = 0.9578 eV
\end{verbatim}
